# Half-Integer Angular Momentum in a Cubic Field: The Octahedral Double Group

## The problem

An atomic level with total angular momentum $j$ has $2j+1$ degenerate states. The atom is placed at a site where its static surroundings have the rotational symmetry of a cube.

(a) For $j=1/2,\,3/2,\,5/2,\,7/2$, into which multiplets can the level split?

(b) One $d$ electron has the model Hamiltonian

$$H=\frac{\zeta}{\hbar^2}\,\mathbf L\cdot\mathbf S+V,\qquad V=\Delta\left(P_e-\tfrac25\right),$$

where $P_e$ projects on the two $e$ orbitals, $d_{z^2}$ and $d_{x^2-y^2}$. The other three orbitals, $d_{xy},d_{yz},d_{zx}$, are called $t_2$. With the round values $\zeta=200$ meV and $\Delta=50$ meV, find the levels and their degeneracies.

## A tempting solution

The 24 proper rotations of a cube form the group $O$. Its irreducible representations have dimensions 1, 1, 2, 3, 3, and indeed $1+1+4+9+9=24$. No level should therefore be more than threefold degenerate by symmetry.

With half-integer $j$ and no magnetic field, time reversal makes every degeneracy even (Kramers' theorem). The even dimension in the list is 2. The levels should therefore split entirely into doublets: two for $j=3/2$, three for $j=5/2$ and four for $j=7/2$.

## Where it fails

Kramers' theorem does make every degeneracy even here. But the list of dimensions belongs to representations of $O$, and the states of half-integer $j$ do not carry one.

To see this, take the half-turns about $x$ and $y$. As rotations of space they commute. On the states they act as $U_x=e^{-i\pi J_x/\hbar}$ and $U_y=e^{-i\pi J_y/\hbar}$. A half-turn about $y$ reverses $J_x$, so

$$U_yU_xU_y^{-1}=e^{+i\pi J_x/\hbar}=U_x\,e^{2\pi iJ_x/\hbar}=-U_x .$$

The last step holds because the eigenvalues of $J_x/\hbar$ are half-integers. Hence $U_yU_x=-U_xU_y$. Multiplying either operator by a phase changes both sides equally, so no choice of phases makes the operators commute. The multiplication table of $O$ cannot be reproduced, and its bound on dimensions does not apply.

The remedy is to treat a rotation by $2\pi$ as a group element in its own right, different from the identity.

## The right solution

### The group and its classes

A rotation by $\theta$ about the unit vector $\mathbf n$ acts on states as $U=e^{-i\theta\,\mathbf n\cdot\mathbf J/\hbar}$. For spin $1/2$ this is

$$U=\cos\tfrac\theta2-i\,\mathbf n\cdot\boldsymbol\sigma\,\sin\tfrac\theta2 .$$

The matrices $-i\sigma_x,-i\sigma_y,-i\sigma_z$ multiply like the quaternion units; for example, $(-i\sigma_x)(-i\sigma_y)=-\sigma_x\sigma_y=-i\sigma_z$. Each $U$ is thus labelled by a unit quaternion

$$q=\left(\cos\tfrac\theta2,\ \mathbf n\sin\tfrac\theta2\right).$$

The quaternions $q$ and $-q$ rotate space identically but differ by a $2\pi$ rotation, written $\bar E=-1$. For half-integer $j$, $U(-q)=-U(q)$. The 24 cube rotations give 48 quaternions, which form the octahedral double group $O^*$.

Conjugation $q\to pqp^{-1}$ leaves the real part of $q$ unchanged and rotates its vector part by the rotation that $p$ represents. A class therefore consists of quaternions with equal real parts whose vector parts are carried into each other by cube rotations:

- real part $1$: the identity $E$, 1 element;
- real part $1/\sqrt2$: quarter-turns $C_4$, with the 6 face directions as axes;
- real part $1/2$: third-turns $C_3$, with the 8 body-diagonal directions;
- real part $0$: half-turns $C_2$, with the 6 face directions;
- real part $0$: half-turns $C_2'$, with the 12 edge directions;
- real parts $-1/2,\,-1/\sqrt2,\,-1$: barred partners of $C_3$, $C_4$, $E$, with 8, 6 and 1 elements.

There are eight classes. A half-turn shares its class with its barred partner, because $-q$ has the reversed axis, and a cube rotation can reverse that axis.

### Characters

The character $\chi^j$ is the trace of $U$. It does not depend on the direction of the axis, so take $\mathbf n$ along $z$:

$$\chi^j(\theta)=\sum_{m=-j}^{j}e^{-im\theta}.$$

Multiply by $2i\sin(\theta/2)=e^{i\theta/2}-e^{-i\theta/2}$. Neighbouring terms cancel, and the two ends remain:

$$2i\sin\tfrac\theta2\;\chi^j=\sum_m\left[e^{-i(m-1/2)\theta}-e^{-i(m+1/2)\theta}\right]=e^{i(j+1/2)\theta}-e^{-i(j+1/2)\theta}.$$

Therefore

$$\chi^j(\theta)=\frac{\sin[(2j+1)\theta/2]}{\sin(\theta/2)},\qquad \chi^j(0)=2j+1 .$$

For $C_4$ the numerator is $\sin[(2j+1)45^\circ]$, which is $1,0,-1,0$ for the four values of $j$; division by $\sin45^\circ$ gives $\sqrt2,0,-\sqrt2,0$. For $C_3$ the ratio $\sin[(2j+1)60^\circ]/\sin60^\circ$ is $1,-1,0,1$. For half-turns the numerator is the sine of an even multiple of $90^\circ$, which is zero.

| $j$ | $E$ | $8C_3$ | $6C_4$ | half-turns |
|---|---|---|---|---|
| 1/2 | 2 | 1 | $\sqrt2$ | 0 |
| 3/2 | 4 | −1 | 0 | 0 |
| 5/2 | 6 | 0 | $-\sqrt2$ | 0 |
| 7/2 | 8 | 1 | 0 | 0 |

The barred classes have the opposite signs.

### Which multiplets are irreducible

Irreducible characters are orthonormal under the average over the group. If a representation contains the irreducible representation $\Gamma$ a number $n_\Gamma$ of times, the average of $|\chi|^2$ is therefore $\sum_\Gamma n_\Gamma^2$. Barred and unbarred classes contribute equally and half-turns contribute nothing, so

$$\sum_\Gamma n_\Gamma^2=\tfrac1{24}\left[|\chi(E)|^2+8|\chi(C_3)|^2+6|\chi(C_4)|^2\right].$$

The four cases are

$$\begin{aligned}
j=\tfrac12:&\quad (4+8+12)/24=1,\\
j=\tfrac32:&\quad (16+8+0)/24=1,\\
j=\tfrac52:&\quad (36+0+12)/24=2,\\
j=\tfrac72:&\quad (64+8+0)/24=3.
\end{aligned}$$

A sum of squares equal to 1 means a single irreducible representation. So $j=1/2$ is an irreducible doublet, called $\Gamma_6$, and $j=3/2$ is an irreducible quartet, called $\Gamma_8$. The quartet does not split. The sums 2 and 3 mean two and three different irreducible parts, each occurring once.

### The remaining doublet

Every cube rotation permutes the three lines $x,y,z$. The parity of this permutation, $+1$ or $-1$, multiplies when rotations are combined, so it is a one-dimensional representation, called $A_2$. A quarter-turn exchanges two lines and has parity $-1$. A third-turn permutes them cyclically and has parity $+1$.

Multiplying $\Gamma_6$ by $A_2$ gives another doublet, $\Gamma_7$, with characters $2,\,1,\,-\sqrt2,\,0$ in the order of the table. Its average of $|\chi|^2$ is again 1, so it is irreducible. Its overlap with $\Gamma_6$ is $(4+8-12)/24=0$, so it is a different representation.

No others are needed. The element $\bar E$ commutes with the whole group and squares to the identity, so by Schur's lemma it is $+1$ or $-1$ in each irreducible representation. The squared dimensions of all irreducible representations add up to 48. Those with $\bar E=+1$ are the representations of $O$ and account for 24. The rest must also supply 24, and $\Gamma_6,\Gamma_7,\Gamma_8$ do so: $2^2+2^2+4^2=24$.

### The reduction

The multiplicities follow from

$$n_\Gamma=\tfrac1{24}\left[\chi_\Gamma(E)\chi^j(E)+8\chi_\Gamma(C_3)\chi^j(C_3)+6\chi_\Gamma(C_4)\chi^j(C_4)\right].$$

For $j=5/2$,

$$n_6=\frac{12+0-12}{24}=0,\quad n_7=\frac{12+0+12}{24}=1,\quad n_8=\frac{24+0+0}{24}=1 .$$

For $j=7/2$,

$$n_6=n_7=\frac{16+8+0}{24}=1,\quad n_8=\frac{32-8+0}{24}=1 .$$

The answer to (a) is

$$\tfrac12\to\Gamma_6,\qquad \tfrac32\to\Gamma_8,\qquad \tfrac52\to\Gamma_7+\Gamma_8,\qquad \tfrac72\to\Gamma_6+\Gamma_7+\Gamma_8 .$$

The same reduction holds for a four-component Dirac orbital, whose upper and lower parts have the same $j$ and $m$ and hence the same rotation matrix. If the site also has inversion symmetry, each representation gains a parity label $g$ or $u$; the dimensions stay the same.

### What this says about energies

A Hamiltonian with cubic symmetry commutes with all 48 operators. Restricted to one $j$ multiplet, it is a constant on each irreducible part, by Schur's lemma, because each part occurs once. Hence $j=3/2$ stays fourfold, while $j=5/2$ has one energy for its doublet and one for its quartet. Symmetry does not force these two energies to differ. They could coincide by accident, and their separation depends on the field.

Time reversal adds no further degeneracy within a multiplet. It commutes with rotations, and it turns a space carrying $\Gamma$ into one carrying the complex conjugate representation. The characters are real, so this is $\Gamma$ again. Since the multiplet holds one copy of $\Gamma$, the space is mapped onto itself. Each Kramers partner already lies inside the doublet or quartet.

The tempting solution describes a less symmetric site. A term proportional to $J_z^2-J^2/3$ takes the values $+\hbar^2$ for $m=\pm3/2$ and $-\hbar^2$ for $m=\pm1/2$ when $j=3/2$, so it does split the quartet into two doublets. But it singles out the $z$ axis. A cubic field must treat $x$ and $y$ alike with $z$, and the sum of the three such terms is zero. A tetragonal distortion can therefore split $\Gamma_8$. A magnetic field can split the doublets too, since it removes time-reversal symmetry as well as cubic symmetry.

### The states of the $j=5/2$ doublet

A quarter-turn about $z$ multiplies $|m\rangle$ by $e^{-im\pi/2}$. In $\Gamma_6$ the two factors are $e^{\mp i\pi/4}$; in $\Gamma_7$ they have the opposite sign, which makes them $e^{\pm3\pi i/4}$. Within $j=5/2$, the factor $e^{3\pi i/4}$ belongs to $m=5/2$ and $m=-3/2$, and $e^{-3\pi i/4}$ to $m=-5/2$ and $m=3/2$. The states $m=\pm1/2$ have other factors and do not enter.

One doublet state thus has weight $a$ on $m=5/2$ and $b=1-a$ on $m=-3/2$. The half-turn about $x$ maps $m$ to $-m$ and gives the other state the same weights. Cube rotations exchange $J_x^2,J_y^2,J_z^2$ and leave the doublet space unchanged, so the three operators have equal traces over it. The trace of $3J_z^2-J^2$ is then zero. With $J^2=\tfrac{35}{4}\hbar^2$, this operator equals $10\hbar^2$ for $|m|=5/2$ and $-2\hbar^2$ for $|m|=3/2$. Hence

$$10a-2b=0,\qquad a+b=1\quad\Rightarrow\quad a=\tfrac16,\quad b=\tfrac56 .$$

The doublet is not a pair $\pm m$ of pure $J_z$ states, as a simple sorting by $|m|$ would suggest.

## The $d$ electron

**Free levels.** From $\mathbf L\cdot\mathbf S=\tfrac12(J^2-L^2-S^2)$ with $L^2=6\hbar^2$ and $S^2=\tfrac34\hbar^2$, the spin–orbit energy is $\zeta=200$ meV for $j=5/2$ and $-\tfrac32\zeta=-300$ meV for $j=3/2$.

**The doublet.** By part (a), the ten states contain $\Gamma_7$ once and $\Gamma_8$ twice. The $e$ orbitals have character 2 for $E$, $-1$ for $C_3$ and 0 for $C_4$. Multiplied by the spin characters $2,1,\sqrt2$, these become $4,-1,0$; half-turns give zero because the spin character vanishes. This is $\Gamma_8$. The doublet $\Gamma_7$ therefore contains no $e$ orbital, and $V=-\tfrac25\Delta$ on it. It also lies wholly in $j=5/2$, since it occurs once in the shell. Within this model its energy is, without approximation,

$$E_7=\zeta-\tfrac25\Delta=200-20=180\ \text{meV}.$$

**First-order shifts of the quartets.** The field $V$ has zero trace over the five orbitals, since $2\cdot\tfrac35-3\cdot\tfrac25=0$. Its trace over each $j$ multiplet is also zero. The reason is that the projector on a given $j$ is invariant under all rotations; summed over spin, it becomes a rotation-invariant operator on the $l=2$ orbitals, which is a multiple of the identity.

For $j=3/2$, a constant with zero trace is zero, so there is no first-order shift. For $j=5/2$, let the quartet shift be $x$. Then

$$2\left(-\tfrac25\Delta\right)+4x=0\quad\Rightarrow\quad x=\tfrac15\Delta=10\ \text{meV}.$$

To first order the doublet–quartet gap is $\tfrac35\Delta=30$ meV.

**Coupling of the quartets.** The field also connects the two $\Gamma_8$ quartets. By Schur's lemma, in matching bases it acts as the same $2\times2$ matrix for each of the four partner states. With the order $j=5/2$, $j=3/2$, and phases chosen to make the coupling $v$ real, this matrix is

$$\begin{pmatrix}\Delta/5&v\\v&0\end{pmatrix}.$$

The same eight states can be divided into the quartet from $e$, where $V=\tfrac35\Delta$, and the quartet from $t_2$, where $V=-\tfrac25\Delta$. These are the eigenvalues of the matrix. Their sum, $\Delta/5$, agrees with its trace, and their product is its determinant:

$$-v^2=-\tfrac{6}{25}\Delta^2\quad\Rightarrow\quad |v|=\tfrac{\sqrt6}{5}\Delta=24.495\ \text{meV}.$$

**Full quartet energies.** Adding spin–orbit coupling gives

$$\begin{pmatrix}\zeta+\Delta/5&v\\v&-3\zeta/2\end{pmatrix}.$$

The eigenvalues are the mean of the diagonal entries, plus or minus the root of the squared half-difference and $v^2$:

$$E_\pm=\frac12\left(\frac\Delta5-\frac\zeta2\right)\pm\sqrt{\frac14\left(\frac\Delta5+\frac{5\zeta}2\right)^2+\frac{6\Delta^2}{25}} .$$

In meV, the mean is $(10-100)/2=-45$, the half-difference is $(10+500)/2=255$, and $v^2=600$. The root is $\sqrt{65025+600}=256.174$. The levels are

- $\Gamma_8$, fourfold: $-301.174$ meV;
- $\Gamma_7$, twofold: $180.000$ meV;
- $\Gamma_8$, fourfold: $211.174$ meV.

The gap between the upper quartet and the doublet is $31.174$ meV, or $4.995\times10^{-21}$ J. The excess of $1.174$ meV over the first-order gap comes from repulsion between the quartets; treating only $v$ as the perturbation, second order gives $v^2$ divided by the difference of the diagonal entries, $210-(-300)=510$ meV, that is $600/510=1.18$ meV (strict second order in $V$, with the free gap $5\zeta/2=500$ meV, gives $1.20$ meV). The lower quartet moves down by the same $1.174$ meV. The field thus shifts the $j=3/2$ level and mixes some $j=5/2$ character into it, about 0.2% here, but leaves it fourfold. The values $\Delta<\zeta$ were chosen to stay close to the free $j$ levels. For $d$ ions in solids and complexes $\Delta$ is usually larger than $\zeta$. The formulas for $E_7$ and $E_\pm$ and the degeneracies 4, 2, 4 still hold within the model, but the mixing is then strong (about one third for $\zeta=150$ meV, $\Delta=2500$ meV), and $j$ no longer labels the quartets.

**Limits.** For $\Delta\to0$ the free levels return. For $\zeta\to0$ the formula gives $E_\pm=\Delta/10\pm|\Delta|/2$. With $\Delta>0$ these are $\tfrac35\Delta$ and $-\tfrac25\Delta$, and the lower quartet joins the doublet to form the sixfold $t_2$ level. This sixfold degeneracy is larger than any irreducible representation of $O^*$; it arises because spin and orbit can then be rotated separately. For weak fields, reversing the sign of $\Delta$ places the doublet above its quartet.

The numerical check checks the reduction with random cubic Hamiltonians and the energies by diagonalizing the full ten-state matrix.

## Values computed for the example and the checks

```
Group order: 48  classes: 8
Class table: size, angle (deg), axis parity, chi for j=1/2,3/2,5/2,7/2
   1    0.0   1    2.0000   4.0000   6.0000   8.0000
   6   90.0  -1    1.4142   0.0000  -1.4142  -0.0000
   8  120.0   1    1.0000  -1.0000   0.0000   1.0000
   6  180.0   1    0.0000  -0.0000   0.0000  -0.0000
  12  180.0  -1    0.0000   0.0000  -0.0000  -0.0000
   8  240.0   1   -1.0000   1.0000   0.0000  -1.0000
   6  270.0  -1   -1.4142   0.0000   1.4142  -0.0000
   1  360.0   1   -2.0000  -4.0000  -6.0000  -8.0000
Mean |chi|^2 for the four j: 1.0000 1.0000 2.0000 3.0000
Sum of squared dimensions G6,G7,G8: 24.0
Frobenius-Schur indicator G6: -1.0000
Frobenius-Schur indicator G7: -1.0000
Frobenius-Schur indicator G8: -1.0000
Multiplicities of G6, G7, G8, and levels of a random cubic field:
  j = 1/2: 1.0000 0.0000 0.0000   G6 x2
  j = 3/2: 0.0000 0.0000 1.0000   G8 x4
  j = 5/2: 0.0000 1.0000 1.0000   G7 x2, G8 x4
  j = 7/2: 1.0000 1.0000 1.0000   G6 x2, G7 x2, G8 x4
Weights in the j=5/2 doublet projector, m=5/2,3/2,1/2: 0.1667 0.8333 0.0000
Model zeta: 200.0 meV   Delta: 50.0 meV
Free level j=3/2: -300.0 meV   j=5/2: 200.0 meV
First-order shift, j=3/2 quartet: 0.000 meV
First-order shift, j=5/2 doublet: -20.000 meV
First-order shift, j=5/2 quartet: 10.000 meV
Coupling of the two quartets: 24.495 meV
Full level G8, degeneracy 4: -301.174 meV
Full level G7, degeneracy 2: 180.000 meV
Full level G8, degeneracy 4: 211.174 meV
Shift of j=3/2 quartet in full result: -1.174 meV
First-order doublet-quartet gap: 30.000 meV
Full doublet-quartet gap: 31.174 meV
Full doublet-quartet gap: 4.9946e-21 J
```
